Tracking the Berry-phase polarisation of a Rice–Mele chain during switching

**Definitions and conventions**

The chain has period a. Site A of cell n lies at na and site B at na + x_B, with x_B = a/2 + u and 0 < x_B < a. The level is +Δ on A and −Δ on B. The bond inside a cell has length a/2 + u, the bond to the next cell a/2 − u, and their strengths are

t1 = t exp(−u/l),  t2 = t exp(u/l).

Each bond enters the Hamiltonian with a minus sign. Electrons are independent, and the position operator is diagonal in the site orbitals. Two electrons of opposite spin per cell fill the lower band. The core of A has charge +2e and stays fixed; the core of B has charge zero. The cell is thus neutral, and only electrons change the polarisation.

In the basis of Bloch sums with phases exp(ikna), the Hamiltonian has diagonal (Δ, −Δ) and upper off-diagonal element

g(k) = −(t1 + t2 e^{−ika}).

It is periodic in k with period 2π/a. Since its trace vanishes, its energies are ±E, where

E² = Δ² + |g|² = Δ² + t1² + t2² + 2t1t2 cos ka.

The smallest value over k is Δ² + (t1 − t2)². The gap 2E therefore closes only if u = 0 and Δ = 0 together. A switching path, labelled by s from 0 to 1, must avoid that point.

Let c_k be the normalised lower eigenvector and X = diag(0, x_B). If x is the centre of the band's charge and each chain occupies a cross-section S, a shift Δx changes the polarisation by

ΔP = −2eΔx/(aS).

The macroscopic electric field is taken as zero, and switching is slow compared with ħ/(2E).

**A chain small enough for hand calculation**

Set t = 0 and take Δ > 0. The electrons sit on B and c_k = (0, 1) for every k. Take N points k_j = jh with h = 2π/(Na), and form

W = Π_j ⟨c_j|e^{−ihX}|c_{j+1}⟩,  c_N = c_0.

Every factor equals e^{−ihx_B}, so

W = e^{−iNhx_B} = e^{−2πi x_B/a}.

Hence x = −(a/2π) arg W gives x_B, but only modulo a.

Let a = 0.40 nm and move u from −0.012 to +0.012 nm. Then x_B goes from 0.188 to 0.212 nm, and 2πx_B/a goes from 0.94π to 1.06π. A computer returns arg between −π and π, so it reports 0.188 nm first and 0.212 − 0.400 = −0.188 nm afterwards. Subtraction gives −0.376 nm, although B moved by +0.024 nm.

The cure is to combine the products before taking the argument:

W_1W_0* = e^{−i(1.06π − 0.94π)} = e^{−0.12πi}.

This gives Δx = (a/2π)(0.12π) = 0.024 nm. The method works here because the phase changes by less than π.

A second case shows the mesh error. Let t1 = 0 and t2 ≠ 0, so that each B is bonded to the A on its right. The first row of the eigenvalue equation, Δc_A + gc_B = −Ec_A, gives

c_A = −g c_B/(E + Δ) = t2 e^{−ika}c_B/(E + Δ).

If q is the weight on A, then c_k = (√q e^{−ika}, √(1−q)), and every link is

q e^{−iha} + (1−q)e^{−ihx_B}.

This is the average of e^{−ihy} for a particle found at y = a with probability q and at y = x_B with probability 1 − q. The logarithm of such an average begins

−ihx − h²σ²/2 + ih³K/6,

where x = qa + (1−q)x_B, σ² is the variance and K = q(1−q)(1−2q)(a−x_B)³ is the third central moment. The phase of a link is therefore −hx + h³K/6. Multiplying by N = 2π/(ah) and by −a/2π gives the computed centre

x − h²K/6 + higher orders.

Doubling the number of k points divides the leading error by four.

**Why the phase is a position**

For general bonds, choose c_k smooth and periodic in k. The localised orbital of the band has amplitude on site i of cell n

w_{ni} = (a/2π)∮ e^{ikna}c_i(k) dk.

Since na e^{ikna} = −i∂_k e^{ikna}, integration by parts turns na w_{ni} into the same integral with c_i replaced by i∂_k c_i. The boundary term vanishes by periodicity. Summing over n with Parseval's relation gives

x = Σ_{ni}(na + x_i)|w_{ni}|² = (a/2π)∮ c†(i∂_k + X)c dk.

With u_k = e^{−ikX}c_k, this is

x = (a/2π)∮ A dk,  A = i⟨u_k|∂_k u_k⟩.

Here the vector u_k is distinct from the displacement u. Neighbouring vectors satisfy

⟨u_k|u_{k+h}⟩ = ⟨c_k|e^{−ihX}|c_{k+h}⟩ ≈ 1 − ihA.

The product of all links thus has phase −∮A dk, which proves

x = −(a/2π) arg W  modulo a,  as N → ∞.

If a diagonalisation routine multiplies c_j by e^{iχ_j}, that factor enters once in the ket of one link and once, conjugated, in the bra of the next. It cancels from W. Closing the product with the same stored vector c_0 makes the cancellation complete. Random phases left W unchanged within 10⁻¹⁰ in a test at the final state.

The order of the mesh error also carries over. Exchanging the two vectors of a link conjugates it, so its phase is odd in h about the midpoint: −hA + h³B + …, with A and B smooth and periodic. The midpoint sum of A converges faster than any power of h, which leaves an error of order h². In the example below, the ratio of successive changes on doubling N from 50 to 100 to 200 is 4.000.

**Why the shift is a transported charge**

Write |−⟩ = c_k for the lower state and |+⟩ for the upper one. Let L = ∂_sH and V = ∂_kH + i[H,X]. The operator V/ħ is the velocity between orbitals; the motion of the orbitals themselves will be added separately.

If s changes slowly in time, the state is |−⟩ + α|+⟩ up to a common phase. Projecting the Schrödinger equation on |+⟩ and neglecting the slow derivative of α gives

iħ(ds/dt)⟨+|∂_s−⟩ = 2Eα.

Differentiating H|−⟩ = −E|−⟩ and projecting on |+⟩ gives ⟨+|∂_s−⟩ = −L₊₋/(2E). Thus

α = −iħ(ds/dt)L₊₋/(2E)².

The velocity contributed by this admixture is 2Re(V₋₊α)/ħ. The zeroth-order velocity is the k derivative of the band energy divided by ħ, and its average over a filled band vanishes. If w_B is the mean weight on B, the moving orbital adds w_B du/dt. Dividing by ds/dt,

dx/ds = w_B u′ + ⟨2Im(V₋₊L₊₋)/(2E)²⟩_k,  (1)

where the prime means d/ds and ⟨…⟩_k an average over k.

The Berry phase has the same derivative. Along an open path in s, a smooth periodic choice of c_k at the start can be carried along by parallel transport in s. Differentiating x and integrating one term by parts in k gives

dx/ds = w_B u′ + ⟨2Re[i⟨∂_s−|(∂_k − iX)|−⟩]⟩_k.

Insert the identity |−⟩⟨−| + |+⟩⟨+|. In the first part both factors are imaginary, so their product is real and contributes nothing after multiplication by i. For the second part,

⟨∂_s−|+⟩ = −L₋₊/(2E),
⟨+|(∂_k − iX)|−⟩ = −V₊₋/(2E).

The last line uses ⟨+|[H,X]|−⟩ = 2E X₊₋. The product is L₋₊V₊₋/(2E)², and 2Re(iz) = −2Im z = 2Im z*. Since (L₋₊V₊₋)* = V₋₊L₊₋, equation (1) follows.

The tracked phase is therefore the displacement of charge that flows during slow switching. Multiplying dx/dt by the charge per length −2e/a and dividing by S gives the current density whose time integral is ΔP.

**How small must a step be?**

Let Φ = 2πx/a. The principal argument of W_{m+1}W_m* is the true change of −Φ if that change has magnitude below π, with allowance for mesh error at both ends. Equation (1) supplies a bound on the change.

The off-diagonal element of V is

∂_k g + ix_B g = −it1x_B + it2(a − x_B)e^{−ika}.

Its modulus is at most t1x_B + t2(a − x_B), which also bounds |V₋₊|. The matrix L is traceless with eigenvalues ±√(Δ′² + |∂_s g|²), and |∂_s g| ≤ |t1′| + |t2′|. Using w_B ≤ 1 and the minimum of E²,

|dΦ/ds| ≤ (2π/a){|u′| + R√(Δ′² + (|t1′| + |t2′|)²)/(2[Δ² + (t1 − t2)²])},  (2)
R = t1x_B + t2(a − x_B).

Near the gap closing the denominator becomes small and more steps may be needed. At the closing itself the filled band is not defined separately, and the method fails.

**The general procedure**

1. Choose the path and confirm that the band stays gapped along it.
2. Sample the right side of (2) densely and call its maximum M. Use at least M equal steps in s, so that each step is allowed about 1 rad.
3. At each point diagonalise H on the k mesh and form W from normalised links. If a link vanishes, its phase is undefined and the k mesh must be refined.
4. Add the small phase changes:

Δx = −(a/2π) Σ_m arg(W_{m+1}W_m*).

5. Refine the k mesh and compare.

The sampled maximum is not a proof between sample points, but the distance from 1 rad to π leaves a margin. The end states fix Δx modulo a, and hence ΔP modulo 2e/S. The path selects the integer. A quantum is spurious if it does not belong to the path being followed.

**Two paths between the same states**

Take a = 0.40 nm, S = 0.16 nm², t = 1.0 eV, l = 0.05 nm and end states u = ∓0.012 nm with Δ = 1.5 eV. At the final state t1 = 0.787 eV and t2 = 1.271 eV.

The straight path keeps Δ fixed and changes u linearly. The detour is

u = √2 u0 cos θ,  Δ = √2 Δ0 sin θ,

with u0 = 0.012 nm, Δ0 = 1.5 eV and θ running from 3π/4 to 9π/4. It passes the gap closing on the side Δ < 0. The smallest gaps are 3.00 eV on the straight path and 1.38 eV on the detour.

The sampled bounds are 1.72 and 67.48 rad. Rounding up to multiples of four, so that the quarter points are included, gives 4 and 68 steps. With 400 k points, the centres in nm are:

Straight path
s = 0: raw 0.17555, tracked 0.17555
s = 0.25: raw 0.18765, tracked 0.18765
s = 0.5: raw −0.20000, tracked 0.20000
s = 0.75: raw −0.18765, tracked 0.21235
s = 1: raw −0.17555, tracked 0.22445

The middle state lies on the cut of arg for a reason of symmetry. Reflection about an A site exchanges the bonds and sends u to −u, so x(−u) = −x(u) modulo a. At u = 0 this leaves x = 0 or a/2. For Δ > 0 the answer is a/2, because the state connects without gap closing to the limit t = 0 with electrons on B. The values +a/2 and −a/2 are then equivalent, and rounding decides which one is printed.

The tracked shift is 0.22445 − 0.17555 = 0.0489 nm. Subtracting the raw end values gives −0.3511 nm, wrong by one period for this path.

On the detour the tracked centre runs through 0.17555, 0.03266, 0, −0.03266 and −0.17555 nm at the same values of s. Halfway, Δ is negative and the centre is on A. The electrons then continue to the B site of the preceding cell. The shift is −0.3511 nm, which is now correct. Its phase change has magnitude 2π × 0.3511/0.40 = 5.52 rad, more than π. A single step from start to end wraps this to 0.77 rad and returns +0.0489 nm, the answer for the other path.

Three independent calculations test these shifts. For the straight path, the dipoles of open chains with 40 and 60 cells were subtracted and divided by the 20 added cells. This involves no phase and gives 0.048901 nm, equal to the overlap result at the printed precision. Integrating (1) gives 0.048901 nm for the straight path and −0.351099 nm for the detour. For the detour, the time-dependent Schrödinger equation with a smooth ramp lasting 527 fs gives −0.351100 nm.

Going from 400 to 800 k points changes the phase by at most 1.2 × 10⁻⁶ rad at the path points used.

**Polarisation and dynamical charge**

The polarisation quantum is 2e/S = 200.3 μC/cm². The straight path gives

ΔP = −200.3 × 0.0489/0.40 = −24.5 μC/cm².

The sign is negative because electrons move towards positive x. By the reflection symmetry, half of this change occurs on each side of u = 0. Relative to that state along the straight path, the spontaneous polarisation has magnitude 12.2 μC/cm². The detour gives +175.8 μC/cm², which differs from the straight result by one quantum.

The mean dynamical charge of B, meaning the charge moved per displacement, is

−2e × 0.0489/0.024 = −4.08e.

Without hopping it would be −2e. Weak hopping shows where the excess comes from. To leading order, an electron on B has weights q1 = (t1/2Δ)² on the left A and q2 = (t2/2Δ)² on the right A. Its centre is

x ≈ x_B − q1(a/2 + u) + q2(a/2 − u).

For small u, q2 − q1 ≈ t²u/(Δ²l) and q1 + q2 ≈ t²/(2Δ²). Therefore

dx/du ≈ 1 + (t²/Δ²)[a/(2l) − 1/2].

The term a/(2l) describes charge transferred towards the bond that becomes shorter. For the present numbers the slope is 1 + 0.444 × 3.5 = 2.56, and the charge is −5.1e. This exceeds the computed mean in magnitude by about a quarter; t/(2Δ) = 1/3 is not very small.

**Relation to real ferroelectrics**

The period, gap and displacement are round values in the rough regime of oxide perovskite ferroelectrics, whose polarisations are roughly tens of μC/cm². The chain does not represent a particular material. A device can break the zero-field assumption if its electrodes screen poorly. To size this effect, perturb the chain by a field. The matrix element of position between the bands has magnitude |V₊₋|/(2E), so linear response gives the susceptibility

χ = (2e²/(ε0aS))⟨2|V₊₋|²/(2E)³⟩_k = 1.72

at the end state. A slab needs care, because the reference state u = 0 has its centre at a/2, which is half a polarisation quantum. A neutral slab of whole cells therefore carries a bound surface charge of about 100 μC/cm² already at u = 0, and about 112 or 88 μC/cm² at the end state, depending on the termination. Assume that a fixed charge of magnitude e per chain end, e/S = 100 μC/cm², cancels this half quantum, so that only the spontaneous part P_s is left unscreened. In such a slab, polarised along its normal, the field is −P/ε0 and P = P_s − χP. Hence P = P_s/(1 + χ), which lowers 12.2 to 4.5 μC/cm² at fixed displacement. The field would be 51 MV/cm, or about 2 V per cell. Within a few cells the potential drop exceeds the 3 eV gap. In a thicker slab electrons can then lower their energy by crossing from one face to the other, and their charge reduces the field. Linear response is also inaccurate at such a field, and the ions would move. The figure of 4.5 μC/cm² is therefore not a prediction for a real film. It shows only that the quoted polarisation requires effective screening, by electrodes or by other charge.

Three other effects are smaller for these numbers. A field of 1 MV/cm induces 0.15 μC/cm². At u = 0 the decay rate κ inside the gap obeys

ε² = Δ² − 4t² sinh²(κa/2),

where ε is the energy. The tunnelling factor exp[−(2/eF)∫κ dε], integrated from −Δ to Δ at field strength F = 1 MV/cm, is about 10⁻⁷². The thermal carrier factor exp[−gap/(2k_BT)] is about 10⁻²⁵ at 300 K. Defects, which can carry leakage in a real film, are absent from both estimates.

Lattice vibration is less negligible. A harmonic mode with rough values of 16 atomic mass units and 25 meV has a spread of 0.011 nm at 300 K, close to u0 itself. Averaging over this spread, with each cell treated as part of a uniformly displaced chain, lowers the spontaneous polarisation by 2.6 percent. Displacements that vary independently from cell to cell lower it less. The harmonic form is itself doubtful at this spread. A quartic double well with minima at ±u0 and the same curvature there has a barrier mω²u0²/8, where m is the mass and ω the angular frequency of the mode. This is about 4 meV, well below k_BT = 26 meV, so an isolated cell would not stay in one well. A lasting polarisation would then need coupling between cells. The 2.6 percent therefore shows only how the electronic response averages over an assumed spread and is not a thermal correction for a real material. Neither case includes a fall of the mean displacement with temperature. A mean displacement 10 percent smaller lowers the polarisation by 9.8 percent at fixed Δ. A level offset 10 percent larger lowers it by 6.5 percent at fixed u0. Interactions and interchain coupling, which the model leaves out, may shift this offset and may have other effects that are not estimated here.

The complete numerical output follows.

Computed values

```
period a = 0.40 nm; area S = 0.16 nm2
hopping t = 1.00 eV; bond decay length = 0.050 nm
level offset = 1.50 eV; end displacement u0 = 0.012 nm
bonds at +u0: t1 = 0.7866 eV, t2 = 1.2712 eV
smallest gap: straight 3.000 eV, detour 1.384 eV
largest phase-rate bound: straight 1.72, detour 67.48 rad
path steps: straight 4, detour 68; k points 400
straight s=0.00: u=-0.0120 nm, offset=+1.500 eV, raw x=+0.17555 nm, tracked x=+0.17555 nm
straight s=0.25: u=-0.0060 nm, offset=+1.500 eV, raw x=+0.18765 nm, tracked x=+0.18765 nm
straight s=0.50: u=+0.0000 nm, offset=+1.500 eV, raw x=-0.20000 nm, tracked x=+0.20000 nm
straight s=0.75: u=+0.0060 nm, offset=+1.500 eV, raw x=-0.18765 nm, tracked x=+0.21235 nm
straight s=1.00: u=+0.0120 nm, offset=+1.500 eV, raw x=-0.17555 nm, tracked x=+0.22445 nm
detour s=0.00: u=-0.0120 nm, offset=+1.500 eV, raw x=+0.17555 nm, tracked x=+0.17555 nm
detour s=0.25: u=-0.0157 nm, offset=-0.812 eV, raw x=+0.03266 nm, tracked x=+0.03266 nm
detour s=0.50: u=-0.0000 nm, offset=-2.121 eV, raw x=+0.00000 nm, tracked x=+0.00000 nm
detour s=0.75: u=+0.0157 nm, offset=-0.812 eV, raw x=-0.03266 nm, tracked x=-0.03266 nm
detour s=1.00: u=+0.0120 nm, offset=+1.500 eV, raw x=-0.17555 nm, tracked x=-0.17555 nm
straight shift: overlap product 0.048901 nm
straight shift: mesh limit 0.048901 nm
straight shift: open-chain dipole 0.048901 nm
straight shift: adiabatic current 0.048901 nm
detour shift: overlap product -0.351099 nm
detour shift: adiabatic current -0.351099 nm
detour shift: time evolution -0.351100 nm
time-evolution duration = 526.6 fs
detour shift with one step (wrong) = 0.048901 nm
straight shift from raw phases (wrong) = -0.351099 nm
mesh error ratio on doubling k points = 4.000
largest phase change from 400 to 800 k points = 1.13e-06 rad
polarisation change, straight = -24.484 uC/cm2
polarisation change, detour = 175.788 uC/cm2
polarisation change, raw phases (wrong) = 175.788 uC/cm2
polarisation quantum = 200.272 uC/cm2
spontaneous polarisation magnitude = 12.242 uC/cm2
mesh-limit correction to change = -5.65e-05 uC/cm2
mean dynamical charge of B = -4.075 e
electronic susceptibility = 1.725 (dimensionless)
depolarising field without electrodes = 50.75 MV/cm
polarisation induced at 1.0 MV/cm = 0.153 uC/cm2
log10 tunnelling probability at 1.0 MV/cm = -72.2
log10 thermal carrier factor at 300 K = -25.2
vibration inputs: mass 16 atomic mass units, quantum 25 meV
local vibration spread = 0.0108 nm
vibration change of spontaneous polarisation = -2.64 percent
change for 10 percent larger level offset = -6.53 percent
change for 10 percent smaller displacement = -9.78 percent
```
